# Mask Undercut by a Slowly Etching {111} Wall on Silicon (100), part 2

A (100) silicon wafer under an inert, rigid mask is etched in an alkaline solution through a long, straight-edged opening. The slowly etching {111} side walls retreat under the mask. We seek the resulting undercut and the shape of the groove.

In the cross-section, $x$ is horizontal, zero at the original mask edge and positive under the mask; $z$ is depth, positive downward, with the underside of the mask at $z=0$. The wall normal $\mathbf n=(\sin\theta,\cos\theta)$ points into the silicon, with $\theta=54.74^\circ$, $\sin\theta=\sqrt{2/3}$, $\cos\theta=1/\sqrt3$ and $\tan\theta=\sqrt2$. The rates $R_{111}$ of the wall and $R_{100}$ of the flat floor are constant and measured along the surface normals. Etching starts from the wafer surface at time $t=0$.

The wall and the undercut speed $u$ at one edge obey

$$
x\sin\theta+z\cos\theta=R_{111}t,
\qquad
u=\frac{R_{111}}{\sin\theta}=\sqrt{\frac32}\,R_{111}.
$$

This holds for an aligned edge (along $\langle110\rangle$) and a {111} facet that reaches the mask without extra attack at the junction. Projecting the normal velocity instead, which gives $R_{111}\sin\theta$, is a mistake: the point so followed leaves the mask.

If another flat facet touches the mask, with its normal at angle $\varphi$ to the depth direction and normal rate $R(\varphi)$, its contact speed is

$$
u_\varphi=\frac{R(\varphi)}{\sin\varphi}.
$$

While the floor exists, its depth is $d=R_{100}t$. With the rate ratio $S=R_{100}/R_{111}$, the undercut divided by the depth is

$$
\frac{ut}{d}=\frac{u}{R_{100}}
=\sqrt{\frac32}\,\frac{R_{111}}{R_{100}}
=\frac{\sqrt{3/2}}S .
$$

A lattice count, also listed in the computed values, confirms $u/R_{111}$: removing one (111) double layer shifts the wall by $a/\sqrt3$ along its normal and the top atomic row by $a/\sqrt2$ sideways, where $a$ is the lattice constant.

### The width of the floor

Consider two parallel mask edges separated by an opening of width $W$. Each upper contact moves outward by $ut$, so the cavity width directly below the mask is

$$
W_{\mathrm{top}}=W+2ut .
$$

The factor two counts the two edges. Going down a wall by the depth $d$ shifts it inward by $d/\tan\theta$. The floor width is therefore

$$
W_{\mathrm b}=W+2ut-\frac{2R_{100}t}{\tan\theta}.
$$

Insert $2u=2\sqrt{3/2}\,R_{111}=\sqrt6\,R_{111}$ and $2/\tan\theta=2/\sqrt2=\sqrt2$:

$$
W_{\mathrm b}=W+\sqrt6\,R_{111}t-\sqrt2\,R_{100}t .
$$

The positive term comes from the retreat of the walls, and the negative term comes from the floor moving down between converging walls. The floor narrows if $\sqrt2R_{100}>\sqrt6R_{111}$, which is the same as

$$
R_{100}>\sqrt3\,R_{111}.
$$

For equality the floor width stays constant, and for a smaller $R_{100}$ it grows within this flat-facet model.

### A check by material balance

The factor $1/\sin\theta$ can be checked by counting removed silicon. The cavity cross-section is a trapezium, with an area equal to its depth times its mean width:

$$
A=d\,\frac{W_{\mathrm{top}}+W_{\mathrm b}}2
=d\left(W+2ut-\frac d{\tan\theta}\right).
$$

Differentiate the product, using $\dot d=R_{100}$, where the dot means a time derivative:

$$
\dot A=R_{100}\left(W+2ut-\frac d{\tan\theta}\right)
+d\left(2u-\frac{R_{100}}{\tan\theta}\right).
$$

The two terms containing $R_{100}d/\tan\theta$ combine with $R_{100}(W+2ut)$ to form $R_{100}W_{\mathrm b}$, and the term $2ud$ is left over:

$$
\dot A=R_{100}W_{\mathrm b}+2ud .
$$

The same rate can be found from the surfaces. The floor contributes its width times its normal rate, $R_{100}W_{\mathrm b}$. Each wall has the sloping length $d/\sin\theta$ and contributes $R_{111}d/\sin\theta$. Equality of the two expressions requires

$$
2ud=2\frac{R_{111}d}{\sin\theta},
$$

and division by $2d$ returns $u=R_{111}/\sin\theta$. A sine in the numerator would violate this balance.

### Closing of the groove

Suppose that the junctions between floor and walls stay sharp; the condition for this is derived in the next section. A narrowing floor then vanishes at a time $t_{\mathrm c}$ at which $W_{\mathrm b}=0$. Solving the width equation gives

$$
t_{\mathrm c}=\frac W{\sqrt2R_{100}-\sqrt6R_{111}}.
$$

Take $\sqrt2R_{100}$ out of the denominator. Since $\sqrt6/\sqrt2=\sqrt3$, the closing depth $d_{\mathrm c}=R_{100}t_{\mathrm c}$ becomes

$$
d_{\mathrm c}=\frac{W/\sqrt2}{1-\sqrt3/S}.
$$

For $R_{111}\to0$, $S$ tends to infinity and $d_{\mathrm c}$ tends to $W/\sqrt2$, the depth of a groove whose walls stay pinned at the original edges. A finite wall rate makes the groove deeper at closing, because the walls have moved apart while the floor was descending.

After closing, the two walls meet at an apex in the middle of the opening. Half the top width is $W/2+ut$, so the apex depth is

$$
z_{\mathrm a}=\left(\frac W2+ut\right)\tan\theta .
$$

Its speed follows by differentiation:

$$
\dot z_{\mathrm a}=u\tan\theta
=\frac{R_{111}}{\sin\theta}\frac{\sin\theta}{\cos\theta}
=\frac{R_{111}}{\cos\theta}
=\sqrt3\,R_{111}.
$$

The groove thus slows down but does not stop, and the undercut continues at the unchanged speed $u$. A complete stop would require $R_{111}=0$.

### Does the lower corner stay sharp?

The floor width was calculated with a sharp junction between floor and wall. A facet of intermediate orientation could cut off this corner if it etches slowly enough. Let its normal be $\mathbf n_\varphi=(\sin\varphi,\cos\varphi)$, with $0<\varphi<\theta$, and let its normal rate be $R(\varphi)$.

The corner lies on both the floor and the wall. Its vertical speed is $R_{100}$. Its horizontal speed is the sideways speed of the wall minus the inward shift caused by the increasing depth:

$$
\mathbf v_{\mathrm b}=
\left(\frac{R_{111}}{\sin\theta}
-R_{100}\frac{\cos\theta}{\sin\theta},\;R_{100}\right).
$$

Project this velocity on the intermediate normal and use a common denominator:

$$
\begin{aligned}
\mathbf v_{\mathrm b}\cdot\mathbf n_\varphi
&=\frac{R_{111}\sin\varphi
+R_{100}(\sin\theta\cos\varphi-\cos\theta\sin\varphi)}
{\sin\theta}\\
&=\frac{R_{100}\sin(\theta-\varphi)+R_{111}\sin\varphi}
{\sin\theta}.
\end{aligned}
$$

Imagine an intermediate facet passing through the corner. If it advances at least as fast as the corner does along $\mathbf n_\varphi$, it does not hold back any part of the cavity. If it is slower, the corner would run ahead of it; silicon remains there, and the sharp corner is cut off. The sharp corner therefore persists if, for every intermediate orientation,

$$
R(\varphi)\ge
\frac{R_{100}\sin(\theta-\varphi)+R_{111}\sin\varphi}
{\sin\theta}.
$$

Close to the wall orientation the right-hand side is $R_{111}+(\theta-\varphi)(R_{100}-R_{111}\cos\theta)/\sin\theta$ to first order in $\theta-\varphi$. For $R_{100}>R_{111}\cos\theta$ the condition can therefore hold only if $R(\varphi)$ rises linearly away from {111}, that is, if the rate has a cusp there. A smooth minimum violates it near $\theta$.

### When a new facet changes the undercut

A slow facet at the bottom need not affect the mask contact. Let $w_x$ and $w_z$ be the velocity components of the junction between the new facet and the {111} wall. The junction remains on both planes, so

$$
w_x\sin\varphi+w_z\cos\varphi=R(\varphi),
\qquad
w_x\sin\theta+w_z\cos\theta=R_{111}.
$$

Multiply the first equation by $\sin\theta$, the second by $\sin\varphi$, and subtract. The terms with $w_x$ cancel:

$$
w_z=\frac{R(\varphi)\sin\theta-R_{111}\sin\varphi}
{\sin(\theta-\varphi)}.
$$

The denominator is positive. The junction moves down, away from the mask, when

$$
\frac{R(\varphi)}{\sin\varphi}>
\frac{R_{111}}{\sin\theta}.
$$

The facet at the bottom then leaves the contact between the {111} wall and the mask alone, and $u$ is unchanged. This criterion does not cover a facet steeper than the wall that starts at the mask itself; such a facet is excluded here by the premise that the {111} facet reaches the mask. In terms of the rates, that premise needs $R(\varphi)/\sin\varphi\ge R_{111}/\sin\theta$ for the steeper orientations as well, because a facet with a smaller contact speed holds the cavity back at the mask. Being faster than {111} is then not enough: a facet at $70.5^\circ$ with $R=1.1\,R_{111}$ has the contact speed $1.167\,R_{111}$, below $1.225\,R_{111}$. A smooth minimum of $R$ at {111} also fails, since $R/\sin\varphi$ then still decreases just above $\theta$. If the inequality is reversed, the junction rises. Once it reaches the mask, the new facet determines the undercut speed. Since $\sin\varphi<\sin\theta$, an intermediate facet with $R(\varphi)>R_{111}$ is sure to leave the contact alone.

### A numerical test of the corner

The cavity can be described by its depth $h(x,t)$. A surface element tilted by $\varphi$ has slope magnitude $|\partial h/\partial x|=\tan\varphi$. At fixed $x$, its depth grows by the normal rate divided by $\cos\varphi$, so

$$
\frac{\partial h}{\partial t}
=\frac{R(\varphi)}{\cos\varphi}
=R(\varphi)\sqrt{1+\left(\frac{\partial h}{\partial x}\right)^2}.
$$

This equation was solved on a grid in dimensionless units, with floor rate 1.0, wall rate 0.1, initial depth 1.0 and duration 1.0. An established {111} wall was present at the start. Its plane was continued above the mask level, and the contact was read off at $h=0$. A plane of fixed slope is translated exactly by this scheme, so agreement of the undercut with the formula shows only that nothing from the lower corner has reached the contact. The calculation therefore tests the lower corner, not the value of $u$ or the chemistry at the mask.

For a rate law that satisfies the corner condition, the undercut was 0.122474, equal to the expected value at the printed precision. The largest depth difference from the sharp two-plane profile fell from 0.0078 to 0.0034 when the grid spacing was halved.

In a second calculation the rate near $25^\circ$ was lowered to 0.3113, below the corner limit of 0.6592. The largest depth difference from the sharp profile rose to 0.391 on the finer grid: the corner had been cut off. About 0.005 of this is grid smoothing; the limiting value, the largest shortfall of $R(\varphi)$ below the corner limit divided by $\cos\varphi$ and multiplied by the duration, is 0.385. Because the dip in the rate is smooth, the cut is a slightly curved strip with tilts between about $24^\circ$ and $25^\circ$ rather than an exactly flat facet. The undercut was still 0.122474. This agrees with the contact criterion, since the slow facet still etches faster than the {111} wall.

### Worked example

Take the round model values $R_{100}=20$ nm/s, $R_{111}=0.2$ nm/s, $W=600$ µm and $t=14400$ s. Assume also that the lower corners stay sharp; a slow intermediate facet would change the floor width, the closing time and the later deepening. The rate ratio is $S=100$. The undercut speed and the undercut at one edge are

$$
u=1.224745\times0.2\ \mathrm{nm/s}=0.2449\ \mathrm{nm/s},
$$

$$
ut=0.244949\ \mathrm{nm/s}\times14400\ \mathrm s
=3.53\ \text{µm}.
$$

Using $R_{111}t$ instead would give 2.88 µm, and the projected value $R_{111}t\sin\theta$ would give 2.35 µm. Relative to the correct undercut, these are too small by about 18% and 33%.

The floor depth is $20\ \mathrm{nm/s}\times14400\ \mathrm s=288$ µm. The undercut is thus about 1.22% of the depth. The cavity width at the mask is

$$
W_{\mathrm{top}}=600\ \text{µm}+2\times3.5273\ \text{µm}
=607.1\ \text{µm},
$$

and the floor width is

$$
W_{\mathrm b}=607.055\ \text{µm}
-1.414214\times288\ \text{µm}
=199.8\ \text{µm}.
$$

The floor is still present at this time. If etching continues, it closes at

$$
t_{\mathrm c}=
\frac{600000\ \mathrm{nm}}
{(\sqrt2\times20-\sqrt6\times0.2)\ \mathrm{nm/s}}
=2.159\times10^4\ \mathrm s,
$$

or about 6.0 h. The depth is then 431.7 µm, and the undercut at each edge is 5.29 µm. With perfectly resistant walls the closing depth would be $600\ \text{µm}/\sqrt2=424.3$ µm.

After closing, the apex moves down at $\sqrt3\times0.2\ \mathrm{nm/s}=0.346$ nm/s, far more slowly than the former floor. The mask contact continues to move at 0.245 nm/s. Leaving the wafer in the bath after closing therefore deepens the groove much more slowly than before, but it removes support from the mask at the same rate as before. The complete values are given in the numerical output.

### The end of the mask support

Suppose that a strip of mask of width $B$ lies between two parallel openings, and that both of its edges are undercut at speed $u$. The width of silicon still touching the strip is

$$
B_{\mathrm s}=B-2ut .
$$

It vanishes at

$$
t_{\mathrm s}=\frac B{2u}
=\frac{B\sin\theta}{2R_{111}}
=\frac B{\sqrt6\,R_{111}}.
$$

The last step uses $2u=\sqrt6\,R_{111}$. At this time the two walls meet under the mask, and there is no separate contact line left to follow. The undercut formula ends there even if the rates remain constant. Under the premises of the model, and away from the ends of the strip, a supported width $B_{\mathrm s}$ after an etch of duration $t$ requires an initial strip width of $B_{\mathrm s}+2ut$. If the edges are misaligned or the junction is attacked, the value $u=R_{111}/\sin\theta$ may be too small, and the allowance should be based on the undercut measured for such edges.

## Computed values

```
angle theta: 54.7356 degrees
sin theta: 0.816497
cos theta: 0.577350
tan theta: 1.414214
u/R111 from formula: 1.224745
double layers removed: 5
normal shift / lattice constant: 2.886751
sideways shift / lattice constant: 3.535534
u/R111 from lattice: 1.224745
R100: 20.0 nm/s
R111: 0.2 nm/s
rate ratio S: 100.0
mask opening W: 600.0 micrometre
etch time t: 14400 s
undercut speed u: 0.244949 nm/s
undercut per edge: 3.5273 micrometre
mistaken estimate R111 t: 2.8800 micrometre
mistaken estimate R111 t sin theta: 2.3515 micrometre
etch depth: 288.000 micrometre
undercut / depth: 0.012247
cavity width at mask: 607.055 micrometre
floor width: 199.761 micrometre
groove closing time: 21587.1 s
depth at closing: 431.742 micrometre
undercut at closing: 5.2877 micrometre
apex speed after closing: 0.346410 nm/s
profile test (dimensionless):
  floor rate: 1.0, wall rate: 0.1
  initial depth: 1.0, duration: 1.0
  expected undercut: 0.122474
  undercut, sharp corner: 0.122474
  undercut, corner cut by slow facet: 0.122474
  largest depth error, coarse grid: 0.0078
  largest depth error, fine grid: 0.0034
  largest depth change, slow facet: 0.3907
  slow-facet rate at 25 degrees: 0.3113
  corner limit at 25 degrees: 0.6592
```
